# A van der Pauw Relation for Heat Flow in Thin Films

**Q.** You want the sheet thermal conductance of a film whose outline you have not measured. I put a heater at one place on the edge and thermometers at others. Surely the readings depend on the shape?

**A.** Each reading does. Before asking what survives, we need a well-posed problem. Let the film have uniform thickness $t$ and uniform, isotropic conductivity $k$, and define the sheet conductance $K=kt$, in W/K. The heat current per unit width is $\mathbf J=-K\nabla T$. The faces lose no heat, the edge is insulated except at small contacts, the flow is steady and diffusive, and temperature rises are small enough for $K$ to be constant. Then $\nabla\cdot\mathbf J=0$ gives
$$K\nabla^2T=0 .$$

A heater alone is inconsistent with these conditions: heat enters and cannot leave, so the film warms forever. Let heat $Q$ enter at A and leave at B, with thermometers at C and D. The contacts A, B, C, D follow one another around the edge. Define
$$R_1=\frac{T_D-T_C}{Q}\quad(\text{in at A, out at B}),$$
$$R_2=\frac{T_A-T_D}{Q}\quad(\text{in at B, out at C}).$$

The sources fix $T$ up to a constant. If $u$ is the difference of two solutions, it is harmonic with no flux through the edge, so $\int|\nabla u|^2\,dA=\oint u\,\partial_nu\,ds=0$ and $u$ is constant. Temperature differences are therefore definite.

**Q.** They are still definite functions of an unknown shape. How do you solve Laplace's equation there?

**A.** I change the shape. If the film has no holes, a conformal map $w=f(z)$ takes it to the upper half-plane and its edge to the real axis. Three properties matter.

- Laplace's equation is preserved, because $\nabla_z^2T=|f'|^2\nabla_w^2T$.
- Angles are preserved, so an edge with no normal flux stays one.
- Heat through any curve is preserved: lengths grow by $|f'|$, gradients shrink by the same factor, and $K\int\partial_nT\,ds$ is unchanged.

Let the contacts map to real numbers $a<b<c<d$, with the point at infinity placed between D and A. If the labels run the other way around the film, view it from its other face.

Near a source on the real axis heat spreads over a half circle of length $\pi r$:
$$-K\frac{dT}{dr}\,\pi r=Q\quad\Rightarrow\quad T=-\frac{Q}{\pi K}\ln r+\text{const}.$$
This flow is radial, hence parallel to the real axis on that axis, as insulation requires. Adding a sink of equal strength at $b$ gives
$$T(x)=\frac{Q}{\pi K}\ln\frac{|x-b|}{|x-a|}+\text{const}.$$
At large distance the gradient falls as $1/r^2$, so no heat escapes to infinity.

**Q.** The temperature is infinite at the point source. Doesn't that spoil the measurement?

**A.** It would if a heater's own temperature entered. In $R_1$ we read at C and D while heating at A and cooling at B. In $R_2$ we read at A and D while using B and C. The logarithms stay finite there.

For the first arrangement,
$$\pi KR_1=\ln\frac{d-b}{d-a}-\ln\frac{c-b}{c-a}
=\ln\frac{(c-a)(d-b)}{(d-a)(c-b)} .$$
For the second, $T(x)=(Q/\pi K)\ln(|x-c|/|x-b|)$ plus a constant, so
$$\pi KR_2=\ln\frac{c-a}{b-a}-\ln\frac{d-c}{d-b}
=\ln\frac{(c-a)(d-b)}{(b-a)(d-c)} .$$

**Q.** You have replaced an unknown shape by four unknown numbers. What has been gained?

**A.** They can be eliminated. Exponentiate with a minus sign:
$$e^{-\pi KR_1}=\frac{(d-a)(c-b)}{(c-a)(d-b)},\qquad
e^{-\pi KR_2}=\frac{(b-a)(d-c)}{(c-a)(d-b)} .$$
The sum of the numerators is
$$\begin{aligned}
&(cd-bd-ac+ab)+(bd-bc-ad+ac)\\
&\quad=cd-bc-ad+ab=(c-a)(d-b).
\end{aligned}$$
Therefore
$$\boxed{e^{-\pi KR_1}+e^{-\pi KR_2}=1}$$
Neither the outline nor the contact positions remain.

**Q.** One equation can have several roots. Which is the conductance?

**A.** There is one. Both fractions above are positive and sum to one, so each is below one and both resistances are positive. The left side then decreases steadily from 2 at $K=0$ to 0 at large $K$. At $K=\ln2/(\pi R_{\max})$ one exponential is $1/2$ and the other at least $1/2$; at $K=\ln2/(\pi R_{\min})$ one is $1/2$ and the other at most $1/2$. The root lies between these values. If symmetry makes $R_1=R_2=R$, they coincide and $K=\ln2/(\pi R)$.

**Q.** May the contacts sit anywhere on the edge, even close together?

**A.** The relation allows it, but noise may not. Let C approach B while A and D stay where they are. Write $p=e^{-\pi KR_1}$, which tends to zero with $c-b$. Then $\pi KR_2=-\ln(1-p)\approx p$, so $R_2$ becomes very small. Differentiating the relation gives
$$p(R_1\,dK+K\,dR_1)+(1-p)(R_2\,dK+K\,dR_2)=0,$$
$$\frac{dK}{K}=-\frac{p\,dR_1+(1-p)\,dR_2}{pR_1+(1-p)R_2}.$$
For small $p$ the denominator is about $p[\ln(1/p)+1]/(\pi K)$, so a fixed absolute error in $R_2$ is strongly amplified.

The cause is that one of the two fractions, here $p$, becomes very small, not closeness as such. The fractions contain only ratios of distances. If all four contacts are drawn together in proportion on a nearly straight stretch of edge, where the map is nearly linear, then $p$, $R_1$ and $R_2$ hardly change and the noise is not amplified. The contacts must still be small compared with their spacings.

**Q.** I would trust this more if someone solved a crooked film without your map.

**A.** That was done numerically: logarithmic sources on the edge of an irregular film were supplemented by a harmonic polynomial, fitted so that the rest of the edge carried no flux. For eight sets of contacts, the sum of exponentials differed from one by at most $1.6\times10^{-12}$.

The two exponentials were also tested separately, on a region whose map to the unit disc is known. There the contacts become points $\zeta_j$ on a circle, so the formulas must first be carried over from the real axis. The map
$$w=i\,\frac{1+\zeta}{1-\zeta}$$
takes the disc to the upper half-plane: $\zeta=0$ goes to $i$, and $\zeta=e^{i\phi}$ goes to the real number $-\cot(\phi/2)$, which increases with $\phi$ from 0 to $2\pi$. Differences become
$$\begin{aligned}
w_j-w_k&=i\,\frac{(1+\zeta_j)(1-\zeta_k)-(1+\zeta_k)(1-\zeta_j)}{(1-\zeta_j)(1-\zeta_k)}\\
&=\frac{2i(\zeta_j-\zeta_k)}{(1-\zeta_j)(1-\zeta_k)} .
\end{aligned}$$
In each fraction every contact occurs once above and once below the line, so the factors $2i$ and $1-\zeta_j$ cancel. The same fractions therefore hold on the circle, with each difference replaced by the chord length $|\zeta_j-\zeta_k|$. The numerical solution agreed with them within $1.8\times10^{-11}$.

For a concrete case, take a suspended island of mean radius 20 µm, thickness 100 nm and $k=3$ W/(m K) at 300 K. Then $K=3\times10^{-7}$ W/K, or 300 nW/K. With contacts at polar angles 18°, 94.5°, 168.75° and 281.25°, the calculated resistances are $R_1=1.01725$ and $R_2=0.51301$ K/µW. They bracket $K$ between 216.9 and 430.1 nW/K. At the root,
$$e^{-\pi KR_1}+e^{-\pi KR_2}=0.38338+0.61662=1.$$

**Q.** A scanned probe may miss the edge. Suppose A lies slightly inside the film.

**A.** Then $a$ is complex, with positive imaginary part. I first need reciprocity. Let $T$ belong to heat $Q$ in at A and out at B, and $T'$ to the same heat in at C and out at D. Both fields obey the same symmetric equation, so Green's identity equates each field summed over the other's sources:
$$Q(T_C-T_D)=Q(T'_A-T'_B).$$
Hence $R_1=(T'_B-T'_A)/Q$, which needs sources only at C and D, both still on the edge. The earlier formulas then apply with absolute values:
$$e^{-\pi KR_1}+e^{-\pi KR_2}=
\frac{|d-a||c-b|+|b-a||d-c|}{|c-a||d-b|}.$$
The algebraic identity also holds for complex $a$, so the triangle inequality makes this sum at least one. Equality would require $d-a$ and $b-a$ to have the same phase, impossible for $b\ne d$ and $a$ off the real axis. The sum exceeds one at the true $K$, and solving the relation gives too large a conductance.

If $a=a_0+i\delta$, every distance from $a$ depends on $\delta$ only through $\delta^2$, and the excess vanishes at $\delta=0$ for any $a_0$ between $-\infty$ and $b$, so the excess is quadratic for a small inset. In the example, moving A by 0.5 and 1.0 µm toward the origin of the polar angles gives excesses of $4.02\times10^{-5}$ and $1.67\times10^{-4}$, a ratio of 4.2. The errors in $K$ are only +0.006% and +0.025%.

**Q.** And if the film conducts better along one direction?

**A.** Let the principal sheet conductances be $K_x$ and $K_y$, and put $\bar K=\sqrt{K_xK_y}$. Rescale by $x=X\sqrt{K_x/\bar K}$ and $y=Y\sqrt{K_y/\bar K}$. The heat through an element $dy$ becomes
$$-K_x\frac{\partial T}{\partial x}\,dy
=-K_x\sqrt{\frac{\bar K}{K_x}}\sqrt{\frac{K_y}{\bar K}}\,
\frac{\partial T}{\partial X}\,dY
=-\bar K\frac{\partial T}{\partial X}\,dY,$$
and likewise with $x$ and $y$ exchanged. The rescaled film is isotropic with conductance $\bar K$, carries the same heat and has another shape, which does not matter. The relation yields $\sqrt{K_xK_y}$, not the two values separately. A finite-element calculation with 600 and 150 nW/K, whose geometric mean is 300, returned 300.8 nW/K.

**Q.** Here is my main objection. A suspended film hangs on arms, and every arm is a heat leak. Where is your insulated edge?

**A.** The leaks must be removed first. Put a heater and thermometer at the film end of each arm. Let $\theta_i$ be the rise of thermometer $i$ above the surroundings, $P_i$ the power there, and $G_i$ the arm's conductance to the surroundings. Heat balance reads
$$P_i=G_i\theta_i+\sum_jY_{ij}\theta_j,$$
where $Y$ describes the film and any series resistance between thermometers and film. Heat each contact in turn and record the response matrix $S$, defined by $\theta=SP$. Then
$$S^{-1}=Y+\operatorname{diag}(G).$$

If all four thermometers are equally warm, no heat flows through a film without face losses. Every row of $Y$ therefore sums to zero, and
$$\sum_j(S^{-1})_{ij}=G_i .$$
The measurement itself supplies the leaks, provided each $P_i$ is all the heat delivered at thermometer $i$. In a real arm the heater leads also dissipate Joule heat; if it is spread evenly along the arm, half of it reaches the film end and must be counted in $P_i$. Left out, a lead power of 10% of the heater power at every arm makes $S$ 5% too large and $K$ about 5% too small. Subtract them from the diagonal to obtain $Y$. Then solve $\sum_jY_{ij}\theta_j=q_i$ with $q=(Q,-Q,0,0)$ for $R_1$ and $q=(0,Q,-Q,0)$ for $R_2$. A solution exists because $Y$ is symmetric, by reciprocity, and the applied heats sum to zero; a measured $S$ is symmetric only within its noise and should be symmetrized first. It is fixed up to a common temperature, which cancels.

**Q.** What became of the series resistance at the thermometers?

**A.** In the reconstructed state no net heat passes through a contact used only as a thermometer, so there is no drop across its series resistance. At the heated and cooled contacts there is a drop, but their temperatures are not used. This assumes, as the heat balance does, that each arm drains heat from the thermometer side of the series resistance. If part of the leak leaves from the film side, for instance through the nitride under a metal thermometer, the row sums no longer equal $G_i$ exactly, and $K$ is in error by an amount of the order of series resistance times arm conductance, up to about 1% for the values below.

**Q.** How much does this matter? Perhaps subtracting two heating runs is enough.

**A.** In the example the arms are 80, 100, 120 and 150 µm long, with conductances 21.0, 16.8, 14.0 and 11.2 nW/K. The finite-element model includes these leaks, series resistances of 0.3 to 0.6 K/µW, and contacts about 1.6 µm wide. Subtracting the run heated at B from the run heated at A gives, with $S$ in K/µW,
$$\begin{aligned}
R_1^{\rm raw}&=S_{DA}-S_{DB}-S_{CA}+S_{CB}\\
&=14.89432-14.81377-14.32562+15.11726\\
&=0.87219 .
\end{aligned}$$
Similarly, $R_2^{\rm raw}=S_{AB}-S_{AC}-S_{DB}+S_{DC}=0.45155$. The applied powers now sum to zero, but the arms still divert heat. On this mesh these values give $K=345.8$ nW/K, about 15% above the input.

The row sums of $S^{-1}$ recover the four arm conductances to the printed digits. With the arms removed, $R_1=1.01577$ and $R_2=0.51286$ K/µW, so $K=300.3$ nW/K, or $k=3.00$ W/(m K). The remaining error is +0.09%.

The raw subtraction also shows the demand on thermometry. Four entries near 15 K/µW leave a result below 1 K/µW. An error of 0.1% in one such entry is about 0.015 K/µW, or 1.7% of $R_1^{\rm raw}$.

**Q.** That error is for a film without radiation, and with small contacts. What happens otherwise?

**A.** Take contact width first. A metal contact holds a strip of edge at one temperature, whereas the derivation assumes a point. Widening the contacts from 1.59 to 6.37 µm, with their centres fixed, raises the error from +0.09% to +1.16%. These figures include the discretization error.

Now radiation. For a small rise, $(T_0+\theta)^4-T_0^4\approx4T_0^3\theta$, so two faces of emissivity $\varepsilon$ lose $g\theta=8\varepsilon\sigma T_0^3\theta$ per unit area. For black faces at 300 K, $g=12.25$ W/(m² K). Over the film's 1264 µm² this amounts to 15.5 nW/K, comparable to one arm.

The row sums of $Y$ no longer vanish. The procedure assigns a distributed film loss to the thermometers, which is the wrong place. Relative to the loss-free device, $K$ shifts by about −3% for black faces and −0.6% for $\varepsilon=0.2$. If the arm conductances are known separately and only those are subtracted, the shifts are +0.87% and +0.17%.

Black faces are a reference case, not a strict bound: the island is only a few times wider than the thermal wavelength, roughly 10 µm, so ordinary surface emissivity is itself an approximation.

**Q.** Vacuum is never perfect, and $k$ changes with temperature.

**A.** At low pressure $p$, gas molecules of mass $m$ strike unit area at the rate $p/\sqrt{2\pi mk_BT_0}$. A diatomic molecule leaving a surface at temperature $T$ carries on average $2k_BT$ of translational and $k_BT$ of rotational energy. With full accommodation, two faces lose $6p\sqrt{k_B/(2\pi mT_0)}$ per kelvin and unit area. For nitrogen at $10^{-5}$ Torr this is $3.2\times10^{-3}$ W/(m² K), about $2.6\times10^{-4}$ of the black-face loss.

With 0.30 µW at one heater, the hottest thermometer rises by 6.05 K. If $k$ varies roughly as $T^{0.3}$, an assumed law, it changes by $0.3\times6.05/300=0.6\%$ over that rise. This is a scale for the neglected variation, not a computed error in $K$. The off-diagonal entries of $S$ show that the unheated thermometers also rise by more than 4 K, so the result belongs to a temperature slightly above 300 K.

**Q.** Does this resemble a real device, or only a convenient drawing?

**A.** The thickness and conductivity are rough values for a suspended amorphous silicon-nitride membrane near room temperature; the outline and arms are chosen. The assumption such a device plainly breaks is the insulated edge, which moves $K$ by roughly 15% here if ignored.

Metal on the film needs care. A uniform coating over the whole film, at the same local temperature as the film, adds its own sheet conductance; $K$ stays uniform, and the relation returns the sum of the two. A coating over part of the film makes $K$ nonuniform, and the derivation no longer applies.

Diffusion also needs a check. The gray kinetic estimate $\Lambda=3k/(Cv)$, with rough values $C=2\times10^6$ J/(m³ K) and $v=7000$ m/s, gives 0.64 nm, far below the contact width. A single average cannot exclude some carriers with much longer paths. If they carry appreciable heat over distances comparable to the contacts, Fourier's law, and with it this derivation, needs revision.

**Q.** So which defects can the relation not forgive?

**A.** A hole removes the map to the half-plane on which the proof rests. A conductance that varies across the film removes Laplace's equation. In either case one may still solve for a number called $K$, but this derivation does not identify it with the film's sheet conductance. Face losses and wide contacts also break the assumptions, with errors of the sizes found above. An irregular outer edge, by contrast, needs no correction as long as the contacts are small enough to count as points. The numerical output below gives the full response matrix and the values used here.

## Numbers as computed

```
largest |sum - 1|, 8 point-contact sets: 1.6e-12
largest cross-ratio error, mapped region: 1.8e-11
mean radius: 20.0 um; thickness: 100 nm
film area: 1264 um2; temperature: 300 K
input k: 3.00 W/(m K); input K: 300.00 nW/K
contact angles A B C D (deg): [ 18.    94.5  168.75 281.25]
ideal R1: 1.01725 K/uW; ideal R2: 0.51301 K/uW
exp(-pi K R1): 0.38338
exp(-pi K R2): 0.61662
bracket ln2/(pi R1): 216.90 nW/K
bracket ln2/(pi R2): 430.08 nW/K
K solved from ideal R1, R2: 300.000 nW/K
A inset 0.5 um: sum - 1 = 4.017e-05, K error +0.0060 %
A inset 1.0 um: sum - 1 = 1.674e-04, K error +0.0251 %
arm lengths A B C D (um): [ 80. 100. 120. 150.]
arm conductances, input (nW/K): [21.  16.8 14.  11.2]
arm conductances, row sums (nW/K): [21.  16.8 14.  11.2]
series resistances (K/uW): [0.3 0.5 0.4 0.6]
response matrix S (K/uW), rows: thermometers, columns: heaters
    18.60223  14.40346  14.32562  14.89432
    14.40346  19.04593  15.11726  14.81377
    14.32562  15.11726  19.64944  15.18748
    14.89432  14.81377  15.18748  20.15386
arms ignored: R1 0.87219, R2 0.45155 K/uW
arms ignored: K 345.80 nW/K, error +15.27 %
arms removed: R1 1.01577, R2 0.51286 K/uW
arms removed: K 300.28 nW/K, error +0.093 %
arms removed: k = K/t = 3.003 W/(m K)
contact width 1.59 um: error +0.093 %
contact width 6.37 um: error +1.161 %
anisotropic Kx, Ky: 600, 150 nW/K; K found: 300.80 nW/K
black-face loss, both faces: 12.25 W/(m2 K)
black-face loss of whole film: 15.49 nW/K
loss parameter g a^2/K, black: 0.0163
emissivity 1.0: K shift -2.788 % (arms from row sums), +0.869 % (arms known)
emissivity 0.2: K shift -0.567 % (arms from row sums), +0.173 % (arms known)
gas loss at 1e-05 Torr, both faces: 3.17e-03 W/(m2 K)
gas loss / black-face loss: 2.6e-04
heater power: 0.30 uW; hottest thermometer rise: 6.05 K
change of k over that rise, k ~ T^0.3: 0.60 %
gray mean free path: 0.64 nm (C = 2e+06 J/(m3 K), v = 7000 m/s)
```
